\section*{Spin-Wave Frequency Difference from Interfacial Coupling in a Thin Film}

\section*{The problem}

A ferromagnetic film of thickness $d$ has its normal along $z$. A field along $+y$ holds the magnetization in the film plane, along $+y$. Spin waves travel along $x$ with wavevector $k$, which may have either sign, so the magnetization is perpendicular to the propagation direction. The film has an interfacial Dzyaloshinskii--Moriya (DM) coupling $D=1$ mJ/m$^2$. The frequency difference between the waves $+k$ and $-k$ is wanted.

Let $\mathbf m$ be the unit vector along the magnetization and a prime denote $\partial_x$. For fields varying along $x$ alone, the energy density without its dipolar part is
\begin{equation}
w=A|\mathbf m'|^2+D\,(m_z m_x'-m_x m_z')-h\,m_y-K m_z^2 .
\label{w}
\end{equation}
Here $A$ is the exchange stiffness, $K$ an anisotropy favouring the normal, and $h=MB$ the Zeeman energy density for magnetization $M$ in a field $B$. The constant $D$ belongs to the energy averaged over the thickness; its sign depends on the convention in (\ref{w}).

The algebra uses atomic units, so $\hbar=1$. The angular-momentum density is $s=M/\gamma$, with $\gamma>0$. Since the Bohr magneton is $1/2$, a density $n$ of Bohr magnetons per volume gives $M=n/2$, while $\gamma=g/2$; hence $s=n/g$. The dipolar energy scale is $K_d=\mu_0M^2/2=2\pi\alpha^2M^2$, because $\mu_0=4\pi\alpha^2$, with $\alpha$ the fine-structure constant.

The coupling alone does not fix a frequency. The remaining data are round model values that stand for no particular material:
\begin{align*}
k&=0.002\ \text{\AA}^{-1}, & d&=10\ \text{\AA}, & n&=0.1\ \text{\AA}^{-3},\\
g&=2, & A&=0.01\ \text{eV/\AA}, & K&=2\times10^{-6}\ \text{eV/\AA}^3,\\
h/s&=2\times10^{-5}\ \text{eV}. &&&&
\end{align*}
Assume small, undamped oscillations whose profile is uniform across the thickness.

\section*{Part (a): linear equations}

\textbf{Question.} Derive the linear equations of motion for $u=m_x$ and $v=m_z$, including the dipolar field.

\textbf{Model answer.} An electron's moment is opposite to its angular momentum, so the angular-momentum density is $-s\mathbf m$. The torque density is $M\mathbf m\times\mathbf B_{\rm eff}$, with $\mathbf B_{\rm eff}=-M^{-1}\mathbf G$ and $\mathbf G=\delta W/\delta\mathbf m$, where $W$ is the total energy. Therefore
\begin{equation}
-s\,\dot{\mathbf m}=-\mathbf m\times\mathbf G
\quad\Longrightarrow\quad
s\,\dot{\mathbf m}=\mathbf m\times\mathbf G .
\label{eom}
\end{equation}
The unit length gives $m_y=1-(u^2+v^2)/2$ to second order. Let $W_2[u,v]$ be the energy after this substitution. The chain rule gives $\delta W_2/\delta u=G_x-uG_y$ and $\delta W_2/\delta v=G_z-vG_y$. To first order, the $x$ and $z$ components of (\ref{eom}) are then
\begin{equation}
\begin{aligned}
s\dot u&=G_z-vG_y=\frac{\delta W_2}{\delta v},\\
s\dot v&=uG_y-G_x=-\frac{\delta W_2}{\delta u}.
\end{aligned}
\label{ham}
\end{equation}
The quadratic part of (\ref{w}) is
\begin{equation}
w_2=A(u'^2+v'^2)+D(vu'-uv')+\tfrac h2(u^2+v^2)-Kv^2 ,
\end{equation}
since $m_y'^2$ is of fourth order. Integrating by parts, the DM term contributes $Du'+Du'=2Du'$ to $\delta W_2/\delta v$, and $-Dv'-Dv'=-2Dv'$ to $\delta W_2/\delta u$.

For the dipolar field write $\mathbf H=-\nabla\phi$ in units of $M$, with $\nabla^2\phi=\nabla\cdot\mathbf m$. Let all fields vary as $e^{ikx}$, and set $\kappa=|k|$, $a=\kappa d/2$. Outside the film $\phi$ decays as $e^{-\kappa|z|}$.

The component $u$ gives $\partial_z^2\phi-\kappa^2\phi=iku$ inside, with $\phi$ and $\partial_z\phi$ continuous at the surfaces. The even solution is $\phi=-iku/\kappa^2+C\cosh\kappa z$. The condition $\partial_z\phi=-\kappa\phi$ at $z=d/2$ gives $C(\sinh a+\cosh a)=iku/\kappa^2$, so $C=(iku/\kappa^2)e^{-a}$. The average of $\cosh\kappa z$ is $\sinh a/a$, hence
\begin{equation}
\langle\phi\rangle=-\frac{iku}{\kappa^2}P,\qquad
P=1-\frac{1-e^{-|k|d}}{|k|d},
\end{equation}
and $\langle H_x\rangle=-ik\langle\phi\rangle=-Pu$.

The component $v$ produces surface charges. Inside, $\phi=C\sinh\kappa z$; continuity of the normal induction at $z=d/2$ requires $\partial_z\phi_{\rm in}-v=-\kappa\phi$. Thus $C\kappa(\cosh a+\sinh a)=v$, or $C=ve^{-a}/\kappa$, and
\begin{equation}
\langle H_z\rangle=-\frac{2C\sinh a}{d}
=-\frac{1-e^{-|k|d}}{|k|d}\,v=-(1-P)v .
\end{equation}
The potential due to $u$ is even in $z$, so it gives no average $H_z$; that due to $v$ is odd, so it gives no average $H_x$. There is no mixed dipolar term for this uniform profile.

The dipolar energy density is $-\tfrac12\mu_0M^2\,\mathbf m\cdot\mathbf H$, and its derivative is $-\mu_0M^2\langle\mathbf H\rangle=-2K_d\langle\mathbf H\rangle$. Collecting all terms in (\ref{ham}) gives, for a plane wave,
\begin{equation}
s\dot u=a_vv+2Du',\qquad s\dot v=-a_uu+2Dv',
\label{linear}
\end{equation}
\begin{equation}
\begin{aligned}
a_u&=h+2Ak^2+2K_dP,\\
a_v&=h+2Ak^2+2K_d(1-P)-2K .
\end{aligned}
\label{stiff}
\end{equation}

\section*{Part (b): opposite wavevectors}

\textbf{Question.} Find the positive frequency $\omega(k)$ and the difference $\omega(k)-\omega(-k)$. Explain physically which terms survive in the difference.

\textbf{Model answer.} Insert $u,v\propto e^{i(kx-\omega t)}$ into (\ref{linear}) and move the DM terms to the left:
\begin{equation}
-i(s\omega+2Dk)u=a_vv,\qquad
-i(s\omega+2Dk)v=-a_uu .
\end{equation}
Multiplying the equations and cancelling $uv$ gives $(s\omega+2Dk)^2=a_ua_v$. The two roots are $s\omega=-2Dk\pm\sqrt{a_ua_v}$. The lower root at $k$ is minus the upper root at $-k$: the two complex exponentials are conjugates of each other and describe the same real wave. For a stable state, $\sqrt{a_ua_v}>2|Dk|$, the positive frequency is therefore
\begin{equation}
\omega(k)=\frac{\sqrt{a_ua_v}-2Dk}{s}.
\label{disp}
\end{equation}
Both stiffnesses are even in $k$, so the square roots cancel:
\begin{equation}
\omega(k)-\omega(-k)=-\frac{4Dk}{s}.
\label{split}
\end{equation}
Within this model the field, exchange, anisotropy and dipolar energy set the mean frequency but not the difference. In SI units $s=M/\gamma$, and division by $2\pi$ gives $|\Delta f|=2\gamma|Dk|/(\pi M)$.

The physical reason is the fixed sense of precession. The first plane-wave equation gives $v=-iru$ with $r=\sqrt{a_u/a_v}$, for either sign of $k$. In real form, with amplitude $U$,
\[
u=U\cos(kx-\omega t),\qquad v=rU\sin(kx-\omega t).
\]
At one instant, waves with opposite $k$ therefore wind in opposite senses along $x$. The DM energy distinguishes these senses:
\begin{equation}
D(vu'-uv')=-DkrU^2(\sin^2+\cos^2)=-DkrU^2 .
\end{equation}
The precession ellipse has area $\pi rU^2$, so the action density is $s\pi rU^2/(2\pi)=srU^2/2$. The DM energy per unit action is $-2Dk/s$, the shift in (\ref{disp}). The ellipticity $r$ cancels, which explains why the stiffnesses do not enter the difference.

\section*{Part (c): the numerical answer}

\textbf{Question.} Evaluate both mode energies and the frequency difference.

\textbf{Model answer.} The coupling is $D=6.2415\times10^{-5}$ eV/\AA$^2$, and $s=n/g=0.1/2=0.05\ \hbar$/\AA$^3$. Equation (\ref{split}) gives
\begin{equation}
\hbar|\Delta\omega|=\frac{4(6.2415\times10^{-5})(0.002)}{0.05}\ \text{eV}
=9.99\times10^{-6}\ \text{eV}.
\end{equation}
The requested difference is thus $|\Delta f|=2.41$ GHz.

For the separate energies, $h=0.05\times2\times10^{-5}=1.000\times10^{-6}$ eV/\AA$^3$, and the moment density gives $K_d=3.373\times10^{-6}$ eV/\AA$^3$. With $|k|d=0.02$, $P=0.00993$. In units of $10^{-6}$ eV/\AA$^3$, equation (\ref{stiff}) becomes
\begin{align*}
a_u&=1.000+0.080+2(3.373)(0.00993)=1.147,\\
a_v&=1.000+0.080+2(3.373)(0.99007)-4.000=3.759 .
\end{align*}
The even part of the energy is $\sqrt{a_ua_v}/s=4.153\times10^{-5}$ eV, and the DM shift is $2Dk/s=0.499\times10^{-5}$ eV. Hence
\begin{align*}
\hbar\omega(+k)&=(4.153-0.499)\times10^{-5}=3.65\times10^{-5}\ \text{eV},\\
\hbar\omega(-k)&=(4.153+0.499)\times10^{-5}=4.65\times10^{-5}\ \text{eV}.
\end{align*}
The splitting is about 24\% of the even part. With $D>0$ and magnetization along $+y$, the wave whose crests move towards $+x$ has the lower frequency. This is not the direction of its energy flow: $k$ lies just below the minimum of $\omega(k)$ found in part (f), so the group velocity $d\omega/dk$ is negative and a wave packet moves towards $-x$. A numerical linearization of the full torque equation gives the same difference, as the numerical output shows.

\section*{Part (d): is perpendicularity sufficient?}

\textbf{Question.} A field now holds the magnetization along an arbitrary unit vector $\mathbf m_0$. Find the splitting. Does every $\mathbf m_0$ perpendicular to $\mathbf k$ give the result of part (b)?

\textbf{Model answer.} The DM density in (\ref{w}) equals $D\,\hat{\mathbf y}\cdot(\mathbf m\times\mathbf m')$. Write $\mathbf m=\mathbf m_0(1-\eta^2/2)+\boldsymbol\eta$, with $\boldsymbol\eta\perp\mathbf m_0$. To second order,
\begin{equation}
\mathbf m\times\mathbf m'=(\mathbf m_0\times\boldsymbol\eta)'
+\boldsymbol\eta\times\boldsymbol\eta' .
\end{equation}
The first term is a total derivative and integrates to zero for a periodic wave. In the second, both vectors are perpendicular to $\mathbf m_0$, so their product is parallel to it.

Choose transverse unit vectors with $\mathbf e_1\times\mathbf e_2=\mathbf m_0$, and let $\boldsymbol\eta=p\,\mathbf e_1+q\,\mathbf e_2$. The quadratic DM density is $Dc(pq'-qp')$, with $c=\mathbf m_0\cdot\hat{\mathbf y}$. For $\mathbf m_0=\hat{\mathbf y}$ one has $p=v$ and $q=u$, which recovers part (a).

The other energies have real stiffnesses $b_1,b_2$ and a possible mixed stiffness $b_{12}$, all even in $k$. With $\Omega=s\omega+2Dck$, the same steps as before give
\begin{equation}
(-i\Omega-b_{12})q=b_1p,\qquad
(-i\Omega+b_{12})p=-b_2q .
\end{equation}
Multiplication gives $-\Omega^2-b_{12}^2=-b_1b_2$, or $\Omega^2=b_1b_2-b_{12}^2$. This is even in $k$, so
\begin{equation}
\omega(k)-\omega(-k)=-\frac{4Dk}{s}\,(\mathbf m_0\cdot\hat{\mathbf y}).
\label{general}
\end{equation}
Perpendicularity is therefore not sufficient. Magnetization along the film normal is perpendicular to $\mathbf k$, yet has $c=0$ and no splitting. The full value requires magnetization in the plane as well as perpendicular to $\mathbf k$. If $\mathbf m_0$ is tilted from $+y$ towards the normal by $60^\circ$, then $c=1/2$ and the magnitude falls to $4.99\times10^{-6}$ eV. Reversing $\mathbf m_0$ reverses the sign. Magnetization along $\mathbf k$ also gives zero.

\section*{Part (e): thickness dependence}

\textbf{Question.} Suppose the coupling acts at one interface, with fixed strength $D_s$ in energy per length. What happens when $d$ is doubled, and when may the film still be treated as uniform?

\textbf{Model answer.} If the profile is uniform, the interface energy per area is $D_s(m_zm_x'-m_xm_z')$. Dividing by $d$ gives the averaged energy density, so $D=D_s/d$ and
\begin{equation}
|\Delta\omega|=\frac{4D_s|k|}{s\,d}\qquad(\mathbf m_0=\pm\hat{\mathbf y},\ D_s>0).
\end{equation}
Doubling $d$ at fixed $D_s$ halves the difference. At fixed $D$, by contrast, (\ref{split}) does not depend on $d$. The statement ``1 mJ/m$^2$'' refers here to $D$; for the 10 \AA\ film it corresponds to $D_s=6.24\times10^{-4}$ eV/\AA.

Exchange must suppress variation across the thickness. With free surfaces, the first nonuniform profile is $\cos(\pi z'/d)$, where $z'$ is measured from one surface. Its additional exchange stiffness is $2A(\pi/d)^2$, about $2\times10^{-3}$ eV/\AA$^3$ at 10 \AA\ and $5\times10^{-4}$ eV/\AA$^3$ at 20 \AA. Both far exceed $2Dk=2.5\times10^{-7}$ eV/\AA$^3$ and the stiffnesses in part (c).

A layered calculation, with the DM term confined to the bottom 2 \AA\ and a local demagnetizing energy, gives $9.99\times10^{-6}$ eV for 10 \AA\ and $4.99\times10^{-6}$ eV for 20 \AA. In a thick film the profile can vary across the thickness. The symmetry argument that removed the mixed dipolar term then need not apply, and (\ref{split}) may fail. The model also takes $K$ uniform across the thickness. In real films the normal anisotropy often sits at one interface; acting together with the mixed dipolar term, it splits $+k$ from $-k$ even when $D=0$. This contribution is negligible for the 10 \AA\ film, but it grows with $d$ while the DM part falls as $1/d$, so in thicker films a measured difference cannot be assigned to $D$ alone.

\section*{Part (f): stability}

\textbf{Question.} Show that the state magnetized along $+y$ is stable against waves along $x$ of any wavelength. What would instability mean?

\textbf{Model answer.} Both stiffnesses must be positive and $\sqrt{a_ua_v}$ must exceed $2|Dk|$. Always $a_u\ge h+2Ak^2$. As long as $P\le1-K/K_d=0.407$, also $a_v\ge h+2Ak^2$, and completing the square gives
\begin{equation}
\sqrt{a_ua_v}-2|Dk|\ge h+2Ak^2-2|Dk|\ge h-\frac{D^2}{2A}.
\end{equation}
Here $D^2/(2A)=1.95\times10^{-7}$ eV/\AA$^3$, below $h=1.0\times10^{-6}$ eV/\AA$^3$.

For larger $P$, the inequality $P\le|k|d/2$ implies $|k|>0.081$ \AA$^{-1}$. Since $1-P\ge0$, both stiffnesses are then at least $h+2Ak^2-2K$. At this wavevector $2Ak^2$ is about $1.3\times10^{-4}$ eV/\AA$^3$, while $2K+2|Dk|$ is about $1.4\times10^{-5}$ eV/\AA$^3$. The difference grows with $|k|$, so the condition holds there too.

A numerical scan finds the lowest mode energy, $3.65\times10^{-5}$ eV, near $k=0.0022$ \AA$^{-1}$. If the lowest mode energy reached zero, the amplitude of that wave could be raised without an energy cost at quadratic order, and terms of higher order would be needed to fix its amplitude. Beyond that point some wave would lower the energy, so the uniform state would no longer be an energy minimum; this is what instability means here. As long as $a_ua_v>0$ the frequencies of part (b) stay real, so in the undamped equations such a wave does not grow; it grows only when damping removes energy. The proof covers small waves along $x$ with a uniform profile across the thickness; it does not show that the uniform state has the lowest energy among all magnetic textures.

\section*{Computed results}
\begin{verbatim}
DM constant, given: 1.000 mJ/m^2
DM constant D: 6.24151e-05 eV/angstrom^2
wavevector k: 0.0020 1/angstrom
wavelength: 3141.6 angstrom
film thickness d: 10.0 angstrom
moment density: 0.100 mu_B/angstrom^3
g factor: 2.0 (no unit)
spin density s: 0.0500 hbar/angstrom^3
exchange stiffness A: 0.0100 eV/angstrom
anisotropy K: 2.0000e-06 eV/angstrom^3
Zeeman quantum: 2.0000e-05 eV
Zeeman density h: 1.0000e-06 eV/angstrom^3
dipolar density K_d: 3.3729e-06 eV/angstrom^3
demagnetizing factor P: 0.009934 (no unit)
exchange term 2Ak^2: 8.0000e-08 eV/angstrom^3
stiffness a_u: 1.1470e-06 eV/angstrom^3
stiffness a_v: 3.7588e-06 eV/angstrom^3
even part sqrt(a_u a_v)/s: 4.1528e-05 eV
DM shift 2Dk/s: 4.9932e-06 eV
mode energy at +k, m0=+y: 3.6535e-05 eV
mode energy at -k, m0=+y: 4.6521e-05 eV
difference, formula: 9.98641e-06 eV
difference, torque: 9.98641e-06 eV
frequency difference: 2.4147 GHz
signed split, m0=+y: -9.9864e-06 eV
signed split, m0=-y: 9.9864e-06 eV
tilt out of plane: 60.0 degrees
signed split, tilted m0: -4.9932e-06 eV
split size, m0=z: 0.000000000 eV
split size, m0=x: 0.000000000 eV
split size, D=0: 0.000000000 eV
interface strength D_s: 6.24151e-04 eV/angstrom
layered split, 10 angstrom: 9.9864e-06 eV
layered split, 20 angstrom: 4.9932e-06 eV
lowest mode energy in scan: 3.6514e-05 eV
wavevector of lowest mode: 0.00222 1/angstrom
\end{verbatim}
